# Stevens Factors and Ligand Placement in Dy3+ and Er3+

**Q:** I want a lanthanide ion whose lowest doublet is $m_J=\pm15/2$. For Dy$^{3+}$ I am told to put negative ligands on the axis, and for Er$^{3+}$ to put them around the equator. Both ions have $J=15/2$. What can the ligands see that differs?

**A:** They see the shape of the 4f charge cloud, which $J$ alone does not fix. Start with the state itself. I assume Hund's rules for the term: largest total spin $S$, then largest orbital momentum $L$. Dy$^{3+}$ is 4f$^9$ and Er$^{3+}$ is 4f$^{11}$. In both, seven electrons have spin up and fill every orbital $m_l=3,\dots,-3$. The spin-down electrons then occupy the largest available $m_l$:

- Dy$^{3+}$: $m_l=3,2$, so $L=5$ and $S=5/2$.
- Er$^{3+}$: $m_l=3,2,1,0$, so $L=6$ and $S=3/2$.

This determinant has $M_L=L$ and $M_S=S$. No other state of the term has $M_L+M_S=L+S$, so it is also the state $m=J$ of the multiplet $J=L+S$. I write $m$ for $m_J$ from here on. For both ions $L+S=15/2$.

**Q:** Why is $J=L+S$ the lowest multiplet?

**A:** Because of the sign of spin–orbit coupling in a shell that is more than half full. The coupling is $\zeta_{so}\sum_i \mathbf l_i\cdot\mathbf s_i$ with $\zeta_{so}>0$. Within one term it acts as $\lambda\,\mathbf L\cdot\mathbf S$, since it is a vector in orbital space and a vector in spin space. Evaluate both forms in the determinant above. Its diagonal element contains only $m_l m_s$ products. The spin-up electrons give $\tfrac12\sum m_l=0$ and the spin-down electrons give $-\tfrac12 L$, so

$$\lambda LS=-\tfrac12\zeta_{so}L\quad\Rightarrow\quad \lambda=-\frac{\zeta_{so}}{2S}<0 .$$

Since $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)]$ grows with $J$, a negative $\lambda$ puts the largest $J$ lowest. I neglect mixing of higher multiplets by the ligands, which requires the ligand splitting to be small compared with the spin–orbit splitting.

**Q:** Then what is the shape of the cloud in the state $m=15/2$?

**A:** Measure it by $\langle 3\cos^2\theta-1\rangle$ summed over the electrons. A negative value means an oblate cloud, flattened toward the equator; a positive value means a prolate one, stretched along $z$.

For one electron use the recursion

$$\cos\theta\,Y_{lm}=a_{l+1,m}Y_{l+1,m}+a_{l,m}Y_{l-1,m},\qquad a_{l,m}^2=\frac{l^2-m^2}{4l^2-1}.$$

The squared norm of the right-hand side is $\langle\cos^2\theta\rangle$. For $l=3$,

$$\langle\cos^2\theta\rangle=\frac{16-m_l^2}{63}+\frac{9-m_l^2}{35}=\frac{161-14m_l^2}{315}=\frac{23-2m_l^2}{45},$$

$$\langle3\cos^2\theta-1\rangle=\frac{23-2m_l^2}{15}-1=\frac{2(4-m_l^2)}{15}.$$

For $|m_l|=3,2,1,0$ this gives $-\tfrac23,\ 0,\ \tfrac25,\ \tfrac8{15}$. The filled spin-up shell sums to $2(-\tfrac23+0+\tfrac25)+\tfrac8{15}=0$, as a sphere must. The spin-down electrons decide the shape:

$$\text{Dy}^{3+}:\ -\tfrac23+0=-\tfrac23,\qquad \text{Er}^{3+}:\ -\tfrac23+0+\tfrac25+\tfrac8{15}=+\tfrac4{15}.$$

So Dy$^{3+}$ is oblate and Er$^{3+}$ is prolate in the same state $m=15/2$. The two extra electrons of Er$^{3+}$ sit in $m_l=1$ and $0$, whose clouds lean toward the axis, and they outweigh the flat $m_l=3$ orbital.

**Q:** Where does the Stevens factor enter?

**A:** It carries this one number to all the other $m$. The operator $\sum_i(3z_i^2-r_i^2)$ is the $q=0$ component of a rank-2 tensor. By the Wigner–Eckart theorem, inside one $J$ multiplet it is proportional to the rank-2 tensor built from $\mathbf J$:

$$\sum_i(3z_i^2-r_i^2)\ \to\ \alpha\langle r^2\rangle\,[3J_z^2-J(J+1)].$$

The constant $\alpha$ is the second-order Stevens factor. At $m=J$ the bracket is $3J^2-J^2-J=J(2J-1)=105$. Comparing with the sums just found,

$$\alpha_{\rm Dy}=\frac{-2/3}{105}=-\frac{2}{315},\qquad \alpha_{\rm Er}=\frac{4/15}{105}=+\frac{4}{1575}.$$

The sign of $\alpha$ is therefore the sign of the quadrupole in the state $m=J$. It comes from angular integrals and orbital filling; the radial function affects only $\langle r^2\rangle$, which is positive.

The sign does not describe the ion in every state. At $m=1/2$ the bracket is $\tfrac34-\tfrac{255}{4}=-63$, and the shapes are reversed: Dy$^{3+}$ has $+0.40$ and Er$^{3+}$ has $-0.16$. The ligands select between these shapes.

**Q:** Now add the ligands. How does their position give a sign?

**A:** Treat each ligand as a point charge $-Q$, with $Q>0$, at distance $R$ and polar angle $\theta_L$. In atomic units an electron has charge $-1$, so its energy near a ligand is the repulsion $+Q/|\mathbf r-\mathbf R|$. For $r<R$,

$$\frac{Q}{|\mathbf r-\mathbf R|}=Q\sum_k\frac{r^k}{R^{k+1}}P_k(\cos\omega),$$

where $\omega$ is the angle between $\mathbf r$ and $\mathbf R$. By the addition theorem, the part of $P_k(\cos\omega)$ that does not depend on azimuth is $P_k(\cos\theta)P_k(\cos\theta_L)$. With $P_2(\cos\theta)=\tfrac12(3\cos^2\theta-1)$, the axial rank-2 part is

$$V_2=A_{20}(3z^2-r^2),\qquad A_{20}=\frac{Q}{2R^3}\sum_L P_2(\cos\theta_L).$$

On the axis $P_2(\pm1)=1$; in the equatorial plane $P_2(0)=-\tfrac12$. Two axial charges give $A_{20}=+Q/R^3$, and $N$ equatorial charges give $A_{20}=-NQ/(4R^3)$. The axial part is the whole rank-2 field only if the azimuthal parts cancel, as they do for $N\ge3$ equally spaced charges. Two opposite equatorial charges do not qualify: they are the axial pair turned by $90^\circ$. The rank-2 level energies are then

$$E(m)=B_{20}\,[3m^2-J(J+1)],\qquad B_{20}=\alpha A_{20}\langle r^2\rangle .$$

The bracket is largest at $|m|=J$. Hence $\pm15/2$ is lowest when $B_{20}<0$, that is, when $\alpha$ and $A_{20}$ have opposite signs. Dy$^{3+}$ has $\alpha<0$ and needs $A_{20}>0$, which axial ligands supply. Er$^{3+}$ has $\alpha>0$ and needs $A_{20}<0$, which equatorial ligands supply. In terms of charge, the oblate cloud keeps away from charges on the axis, and the prolate cloud keeps away from charges around the equator.

**Q:** Does that also explain $g_z=20$? Should I expect 20 for Er$^{3+}$ in its favourable geometry?

**A:** No to both. The sign of $\alpha$ selects the doublet; the size of its moment is a separate calculation. The Zeeman energy is $\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S)$, and I take $g_e=2$ first. Define $g_z$ by the splitting $g_z\mu_BB$ of the doublet in a field along $z$. The state $m=J$ has $M_L=L$ and $M_S=S$, and its partner has the opposite moment, so

$$g_z=2(L+2S)=\begin{cases}2(5+5)=20 & \text{Dy}^{3+}\\ 2(6+3)=18 & \text{Er}^{3+}.\end{cases}$$

Within the multiplet $\mathbf L+2\mathbf S=g_J\mathbf J$, so the same state gives $g_J=(L+2S)/J$: $4/3$ for Dy$^{3+}$ and $6/5$ for Er$^{3+}$. With the free-electron value $g_e=2.00232$ the two results become 20.012 and 18.007.

For a field across the axis we need $J_x=\tfrac12(J_++J_-)$, which changes $m$ by one. It cannot connect $+15/2$ with $-15/2$, so $g_\perp=0$ for the pure doublet.

**Q:** And if I choose the wrong geometry?

**A:** Then $B_{20}>0$, and in the rank-2 model $m=\pm1/2$ is lowest. Along $z$ the splitting is $2\cdot\tfrac12g_J\mu_BB$, so $g_z=g_J$. Across the axis the two members are connected by

$$\langle\tfrac12|J_+|{-\tfrac12}\rangle=\sqrt{J(J+1)+\tfrac14}=J+\tfrac12=8 .$$

The matrix element of $J_x$ is half of this, and the splitting is twice the matrix element times $g_J\mu_BB$. Therefore $g_\perp=g_J(J+\tfrac12)$: 10.67 for Dy$^{3+}$ and 9.6 for Er$^{3+}$. The easy axis has turned into an easy plane.

**Q:** An f shell also feels fields of rank 4 and 6. Can you include them without a table of operators?

**A:** For the gap next to $m=J$, yes. Parity and the limit $k\le 2l$ leave $k=2,4,6$ besides the constant shift. Let $T_k$ be the $q=0$ tensor operator of rank $k$ and $t_k(m)$ its diagonal element. The tensor commutation rules give

$$[J_-,[J_+,T_k]]=k(k+1)T_k .$$

Take the expectation value in $|J,J\rangle$. The double commutator is $J_-J_+T_k-J_-T_kJ_+-J_+T_kJ_-+T_kJ_+J_-$. The first two terms vanish, because $J_+|J,J\rangle=0$ and therefore $\langle J,J|J_-=0$. Since $J_-|J,J\rangle=\sqrt{2J}\,|J,J-1\rangle$, the other two leave

$$-2J\,t_k(J-1)+2J\,t_k(J)=k(k+1)t_k(J),$$

$$\frac{t_k(J-1)}{t_k(J)}=1-\frac{k(k+1)}{2J}.$$

Let $q_k$ be the sum of $\langle P_k(\cos\theta)\rangle$ over the spin-down electrons in the state $m=J$, and let

$$v_k=Q\frac{\langle r^k\rangle}{R^{k+1}}\sum_LP_k(\cos\theta_L).$$

The state $m=J$ then has energy $\sum_kv_kq_k$, and

$$\Delta=E(J-1)-E(J)=-\sum_{k=2,4,6}\frac{k(k+1)}{2J}\,v_kq_k .$$

For $k=2$ we have $v_2q_2=J(2J-1)B_{20}$, so this term is $-3(2J-1)B_{20}=42|B_{20}|$ when $B_{20}<0$.

**Q:** You still need $q_4$ and $q_6$.

**A:** The same ratio works for a single f electron, with $J$ replaced by 3. It gives $\langle P_k\rangle_{m_l=2}=[1-k(k+1)/6]\langle P_k\rangle_{m_l=3}$, so Dy$^{3+}$ needs only the orbital $m_l=3$. Its density is proportional to $(1-x^2)^3$ with $x=\cos\theta$. The moments of $x^2,x^4,x^6$ are $\tfrac19,\tfrac1{33},\tfrac5{429}$, and inserting them in

$$P_4=\tfrac18(35x^4-30x^2+3),\quad P_6=\tfrac1{16}(231x^6-315x^4+105x^2-5)$$

gives $\langle P_4\rangle=\tfrac1{11}$ and $\langle P_6\rangle=-\tfrac5{429}$. The ratios are $-\tfrac73$ and $-6$, so for Dy$^{3+}$

$$q_2=-\tfrac13,\quad q_4=\tfrac1{11}(1-\tfrac73)=-\tfrac4{33},\quad q_6=-\tfrac5{429}(1-6)=\tfrac{25}{429}.$$

For Er$^{3+}$, let $p_m$ be the value of $\langle P_k\rangle$ for orbital $m_l=m$. A full shell sums to zero, $p_0+2(p_1+p_2+p_3)=0$, hence

$$q_k=p_0+p_1+p_2+p_3=\tfrac12p_0 .$$

The multipoles of Er$^{3+}$ in the state $m=J$ are half those of the single orbital $m_l=0$, which is stretched along the axis. Its density is proportional to $(5x^3-3x)^2$, with moments $\tfrac{23}{45},\tfrac{13}{33},\tfrac{49}{143}$. These give $p_0=\tfrac4{15},\tfrac2{11},\tfrac{100}{429}$ for $k=2,4,6$, so $q_k=\tfrac2{15},\tfrac1{11},\tfrac{50}{429}$.

**Q:** Put numbers in. How large is the gap in each favourable case?

**A:** I give both ions the same model radial function, $r^3e^{-5r}$, so that they differ only in filling. It has $\langle r^2\rangle=0.900$, $\langle r^4\rangle=1.188$ and $\langle r^6\rangle=2.162$ in powers of bohr. Each ligand has $Q=1$ and $R=4.5$ bohr.

For Dy$^{3+}$ with two axial charges, every $P_k(\pm1)$ is 1. Then $v_2=2(0.900)/4.5^3=19.75$ mHa, and likewise $v_4=1.288$ mHa and $v_6=0.116$ mHa. With $2J=15$,

$$\Delta=\frac{6(19.75)}{15}\frac13+\frac{20(1.288)}{15}\frac4{33}-\frac{42(0.116)}{15}\frac{25}{429}$$

$$=2.634+0.208-0.019=2.823\ \text{mHa},$$

or about 620 cm$^{-1}$. The rank-2 term supplies most of it, and rank 4 helps.

For Er$^{3+}$ with three charges in an equatorial triangle, $P_2(0)=-\tfrac12$, $P_4(0)=\tfrac38$ and $P_6(0)=-\tfrac5{16}$. This gives $v_2=-14.81$, $v_4=0.724$ and $v_6=-0.054$ mHa, and

$$\Delta=\frac{6(14.81)}{15}\frac2{15}-\frac{20(0.724)}{15}\frac1{11}+\frac{42(0.054)}{15}\frac{50}{429}$$

$$=0.790-0.088+0.018=0.720\ \text{mHa},$$

or about 158 cm$^{-1}$. Here rank 4 works against the gap. The gap is smaller than for Dy$^{3+}$ mainly because $|\alpha|$ is 2.5 times smaller, and also because $|A_{20}|$ is three quarters as large.

These gaps belong to bare point charges and a model orbital. Shielding and covalent bonding are left out, so they are not predictions for a compound. Mixing with higher multiplets is left out too, and for Dy$^{3+}$ it is not negligible at this field strength: the levels of the ground multiplet spread over 10.57 mHa, about 2300 cm$^{-1}$, which is comparable with the few thousand cm$^{-1}$ to the next multiplet. Mixing pushes the level $m=13/2$ down: within the $L=5$, $S=5/2$ term and with $\zeta_{so}=1913$ cm$^{-1}$, the Dy$^{3+}$ gap falls from 2.823 to 2.491 mHa. It cannot alter the state $m=15/2$ in an axial field, because no other multiplet of the term contains that $m$.

**Q:** A triangle is not a uniform ring. Does it spoil the pure doublet?

**A:** Very little here. A threefold arrangement admits azimuthal components with $q$ a multiple of 3. Reflection in the ligand plane requires $k+q$ to be even, and $k$ is even, so $q$ must be even too. With $|q|\le6$ there remain $q=0$ and $q=\pm6$, the latter at rank 6.

The state $15/2$ can then mix with $3/2$ and $-9/2$, while its partner mixes $-15/2$, $-3/2$ and $9/2$. No member of one set differs by one from a member of the other, so $g_\perp$ remains zero. Diagonalizing the full field in the multiplet gives a weight of 0.999998 for $|m|=15/2$ and $g_z=18.000$.

The exchanged geometries give the expected easy planes. Dy$^{3+}$ in the triangle and Er$^{3+}$ between axial charges both have $|m|=1/2$ lowest, with gaps of only 0.299 and 0.135 mHa. Part of the reason is the level pattern: in rank 2 the step from $1/2$ to $3/2$ is $6|B_{20}|$, against $42|B_{20}|$ at the other end.

As a check on the expansion, the bare repulsion was integrated numerically over many-electron states built with ladder operators. After the constant shift is removed, the resulting diagonal energies agree with the multipole energies of ranks 2, 4 and 6 in all four cases, to within $10^{-9}$ hartree plus $10^{-5}$ of each energy.

**Q:** When would the sign of $\alpha$ mislead me?

**A:** When the rank-2 field is weak. Put the ligands on a cone at polar angle $\theta_L$, spread uniformly in azimuth. $P_2(\cos\theta_L)$ vanishes at $\cos^2\theta_L=\tfrac13$, the magic angle $54.74^\circ$. There

$$P_4=\tfrac18\left(\tfrac{35}{9}-10+3\right)=-\tfrac7{18},$$

so $v_4$ is negative. Since $q_4$ is positive for Er$^{3+}$ and negative for Dy$^{3+}$, rank 4 lowers $15/2$ in Er$^{3+}$ and raises it in Dy$^{3+}$.

A scan in steps of $0.1^\circ$, with ranks 2, 4 and 6 and the radial parameters above, shows the effect. Dy$^{3+}$ loses $15/2$ as its lowest doublet between $53.3^\circ$ and $53.4^\circ$, and Er$^{3+}$ acquires it between $54.6^\circ$ and $54.7^\circ$. Both changes lie below the magic angle, and between them neither ion has a $15/2$ ground doublet. The Dy$^{3+}$ limit depends on $R$ and the radial function: at $R=6$ bohr it lies between $54.0^\circ$ and $54.1^\circ$, while the Er$^{3+}$ limit stays between $54.6^\circ$ and $54.7^\circ$. The Er$^{3+}$ limit moves little, but it need not lie below the magic angle: with a larger rank-6 moment ($\langle r^2\rangle,\langle r^4\rangle,\langle r^6\rangle=0.711,\ 1.270,\ 4.816$) and $R=4$ bohr it lies near $54.8^\circ$.

A cube of eight equal charges removes rank 2 entirely. Its corner directions are $\mathbf n=(\pm1,\pm1,\pm1)/\sqrt3$, so $\sum n_in_j=\tfrac83\delta_{ij}$, which has no anisotropic part. For Dy$^{3+}$ the calculation then gives a fourfold lowest level, not an isolated doublet. The total splitting is 0.48 mHa, compared with 10.57 mHa for the two axial charges. Eight ligands can thus do less than two, because their rank-2 contributions cancel.

Low symmetry is a separate danger. Transverse terms such as $J_+^2+J_-^2$ mix different $m$, so even with $B_{20}<0$ the doublet need not be pure. The value $g_z=20$ needs axial symmetry or weak transverse terms, and it needs $\pm15/2$ to lie lowest, which the sign of $B_{20}$ decides only when rank 2 dominates.

**Q:** Is there a control that has the same ligands but no 4f shape?

**A:** Gd$^{3+}$ is one. Its 4f$^7$ shell has seven spin-up electrons and no spin-down electrons, so $L=0$ and each $q_k$ is zero. The same two axial charges shift its ground multiplet as a whole. The calculated splitting is below $10^{-6}$ mHa, which is numerical zero here. This holds within the pure Hund term; mixing with other terms, left out here, can produce a splitting.

Adding spin-down electrons one at a time, from 4f$^8$ to 4f$^{11}$, gives quadrupole sums of $-\tfrac23,-\tfrac23,-\tfrac4{15},+\tfrac4{15}$. The sign changes at the eleventh electron, which enters $m_l=0$. Dy$^{3+}$ and Er$^{3+}$ lie on opposite sides of that change, and this is why they call for opposite ligand positions. The remaining values are in the numerical output below.

## Computed values

```
model: zeta = 5.0 1/bohr, R = 4.5 bohr, ligand charges -1
<r^2>, <r^4>, <r^6> (bohr^k): 0.9000 1.1880 2.1622
<3cos^2-1> of one f electron, |ml|=3,2,1,0: -2/3 0 2/5 8/15
stretched-state sum for 4f^7 to 4f^14: 0 -2/3 -2/3 -4/15 4/15 2/3 2/3 0
Dy3+: L = 5, S = 2.5, J = 7.5, g_J = 1.3333
  alpha, beta, gamma = -2/315 -8/135135 4/3864861
  <3cos^2-1> for m=15/2: -0.6667, m=1/2: 0.4000
  g_z of pure 15/2: 20.0000; with g_e = 2.00232: 20.0116
Er3+: L = 6, S = 1.5, J = 7.5, g_J = 1.2000
  alpha, beta, gamma = 4/1575 2/45045 8/3864861
  <3cos^2-1> for m=15/2: 0.2667, m=1/2: -0.1600
  g_z of pure 15/2: 18.0000; with g_e = 2.00232: 18.0070
axial, 2 charges: A20<r^2> = 9.8765 mHa
 Dy3+: B20 = -0.06271 mHa, ground |m| = 7.5, weight 1.000000
   gap 2.8230 mHa = 619.6 cm^-1, g_z = 20.0000, g_perp = 0.0000
   rank-2 gap 42|B20| = 2.6337 mHa
   E(15/2..1/2), mHa: 0.000 2.823 5.163 7.043 8.494 9.547 10.232 10.568
 Er3+: B20 = 0.02508 mHa, ground |m| = 0.5, weight 1.000000
   gap 0.1351 mHa = 29.7 cm^-1, g_z = 1.2000, g_perp = 9.6000
equatorial, 3 charges: A20<r^2> = -7.4074 mHa
 Dy3+: B20 = 0.04703 mHa, ground |m| = 0.5, weight 0.999997
   gap 0.2990 mHa = 65.6 cm^-1, g_z = 1.3333, g_perp = 10.6667
 Er3+: B20 = -0.01881 mHa, ground |m| = 7.5, weight 0.999998
   gap 0.7200 mHa = 158.0 cm^-1, g_z = 18.0000, g_perp = 0.0000
   rank-2 gap 42|B20| = 0.7901 mHa
   E(15/2..1/2), mHa: 0.000 0.720 1.358 1.918 2.391 2.764 3.022 3.154
magic angle: 54.74 degrees
 Dy3+: 15/2 is lowest below 53.35 degrees
 Er3+: 15/2 is lowest above 54.65 degrees
Gd3+ axial splitting below 1e-6 mHa: True
Dy3+ in a cube of 8 charges, degeneracies upward: 4 4 2 4 2
  total splitting 0.4846 mHa
```
